# Positive densities from backward Euler with Scharfetter-Gummel fluxes: a numerical check

```python
# Result under test: one backward-Euler step of the continuity equation,
#   (H + dt L) n_new = H (n_old + dt S),
# with Scharfetter-Gummel fluxes, frozen drift W and diffusion D, absorbing
# walls and known S >= 0, has an M-matrix A = H + dt L for every dt > 0,
# so the inverse of A is positive and densities stay non-negative.
# H = diag(cell widths h), L = net outflow matrix, p = W d / D (cell Peclet
# number, d = node distance), B(x) = x/(exp(x)-1), g = wall loss speed.
# Example units: cm, s, V, eV, cm^-3.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq


def bernoulli(x):
    x = np.asarray(x, dtype=float)
    small = np.abs(x) < 1e-12
    safe = np.where(small, 1.0, x)
    return np.where(small, 1 - x / 2, safe / np.expm1(safe))


def sg_flux(n_left, n_right, D, W, d):
    p = W * d / D
    return D / d * (bernoulli(-p) * n_left - bernoulli(p) * n_right)


def central_flux(n_left, n_right, D, W, d):
    return W * (n_left + n_right) / 2 - D * (n_right - n_left) / d


def wall_speed(D, W_out, d, k):
    """Loss speed g when the wall flux is k times the wall density."""
    p, a = W_out * d / D, D / d
    return k * a * bernoulli(-p) / (k + a * bernoulli(p))


def outflow_matrix(faces, D, W, flux=sg_flux, k=None):
    """Column j is the net outflow of all cells for unit density in cell j.
    k=None means zero density at the walls."""
    centres = (faces[1:] + faces[:-1]) / 2
    d = np.diff(np.concatenate(([faces[0]], centres, [faces[-1]])))
    N = len(centres)
    L = np.zeros((N, N))
    for j in range(N):
        n = np.zeros(N + 2)
        n[j + 1] = 1.0
        f = flux(n[:-1], n[1:], D, W, d)
        if k is None:
            f[0] = sg_flux(n[0], n[1], D[0], W[0], d[0])
            f[-1] = sg_flux(n[-2], n[-1], D[-1], W[-1], d[-1])
        else:
            f[0] = -wall_speed(D[0], -W[0], d[0], k) * n[1]
            f[-1] = wall_speed(D[-1], W[-1], d[-1], k) * n[-2]
        L[:, j] = np.diff(f)
    return L


# Flux formula against integration of W n - D n' = constant flux
for p in (-6.0, 0.0, 0.5, 6.0):
    D0, d0, nl, nr = 1.7, 0.6, 1.3, 0.4
    W0 = p * D0 / d0
    G = float(sg_flux(nl, nr, D0, W0, d0))
    sol = solve_ivp(lambda x, n: (W0 * n - G) / D0, (0, d0), [nl],
                    rtol=1e-11, atol=1e-13)
    assert abs(sol.y[0, -1] - nr) < 1e-6
    # Wall speed against a numerical root for the wall density
    k0 = 2.3
    nw = brentq(lambda z: float(sg_flux(1.0, z, D0, W0, d0)) - k0 * z,
                0, 1e4, xtol=1e-14)
    assert abs(k0 * nw - wall_speed(D0, W0, d0, k0)) < 1e-9

# Symbolic four-cell test: determinant and adjugate have only positive terms
hs = sp.symbols('h0:4', positive=True)
rs = sp.symbols('r0:4', positive=True)
ls = sp.symbols('l0:4', positive=True)
tau = sp.Symbol('tau', positive=True)
M4 = sp.zeros(4, 4)
for j in range(4):
    M4[j, j] = hs[j] + tau * (rs[j] + ls[j])
    if j < 3:
        M4[j + 1, j] = -tau * rs[j]
    if j > 0:
        M4[j - 1, j] = -tau * ls[j]
gens = hs + rs + ls + (tau,)
for entry in [M4.det(method='berkowitz')] + list(M4.adjugate()):
    coeffs = sp.Poly(sp.expand(entry), *gens).coeffs()
    assert all(c > 0 for c in coeffs)

# Random meshes, coefficients, steps and non-negative data
rng = np.random.default_rng(7)
trials, central_negative = 300, 0
for _ in range(trials):
    N = 12
    h = 10 ** rng.uniform(-1, 0, N)
    faces = np.concatenate(([0.0], np.cumsum(h)))
    D = 10 ** rng.uniform(-0.5, 1, N + 1)
    W = 10 * rng.normal(size=N + 1)
    dt = 10 ** rng.uniform(-4, 4)
    b = h * rng.random(N) * (rng.random(N) < 0.3)
    L = outflow_matrix(faces, D, W)
    n = np.linalg.solve(np.diag(h) + dt * L, b)
    assert n.min() >= 0
    lost = dt * (wall_speed(D[0], -W[0], h[0] / 2, 1e30) * n[0]
                 + wall_speed(D[-1], W[-1], h[-1] / 2, 1e30) * n[-1])
    assert abs(h @ n + lost - b.sum()) < 1e-6 * (1 + b.sum())
    # Implicit ionization with local frequency times dt below one
    nu_dt = 0.99 * rng.random(N)
    assert np.linalg.solve(np.diag(h * (1 - nu_dt)) + dt * L, b).min() >= 0
    Lc = outflow_matrix(faces, D, W, central_flux)
    nc = np.linalg.solve(np.diag(h) + dt * Lc, b)
    central_negative += nc.min() < -1e-9 * np.abs(nc).max()
assert central_negative > 0

# Worked example: electrons in a nitrogen discharge, rough parameters
gap, N, sheath = 2.0, 40, 0.4
mobility, Te, E_wall = 4e5, 2.0, 250.0
n_start, source, pressure, T_gas, f_rf = 1e9, 1e14, 1.0, 300.0, 13.56e6
faces = np.linspace(0, gap, N + 1)
x = (faces[1:] + faces[:-1]) / 2
h = np.diff(faces)
H = np.diag(h)
D = np.full(N + 1, mobility * Te)
W = mobility * E_wall * np.clip(1 - faces / sheath, 0, None)
n_old = np.where(x > 0.5, n_start, 0.0)
S = np.where(x > sheath, source, 0.0)
L = outflow_matrix(faces, D, W)
p_faces = W[1:-1] * h[0] / D[1:-1]
p_out = -W[0] * (h[0] / 2) / D[0]
g = np.zeros(N)
g[0] = D[0] / (h[0] / 2) * p_out / (1 - np.exp(-p_out))
g[-1] = D[-1] / (h[-1] / 2)

print("Electrons, nitrogen discharge, rough parameters")
print(f"gap {gap:.1f} cm, cells {N}, cell width {h[0]:.3f} cm")
print(f"sheath width {sheath:.2f} cm, voltage {E_wall*sheath/2:.1f} V")
print(f"field strength at left wall {E_wall:.0f} V/cm")
print(f"mobility {mobility:.1e} cm2/(V s), temperature {Te:.1f} eV")
print(f"diffusion coefficient {D[0]:.2e} cm2/s")
print(f"peak drift speed {W[0]:.2e} cm/s")
print(f"largest interior Peclet number {p_faces.max():.3f}")
print(f"start density {n_start:.1e} cm^-3 for x > 0.5 cm, else 0")
print(f"source {source:.1e} cm^-3 s^-1 for x > {sheath:.1f} cm, else 0")
print(f"wall loss speeds: left {g[0]:.3e}, right {g[-1]:.3e} cm/s")
print("One step: dt[s], min n, max n [cm^-3], min column sum,")
print("  min interior row sum [cm], 1 - norm of J")
results = {}
for dt in (1e-10, 1e-8, 1e-6, 1e-3, 1.0):
    A = H + dt * L
    tol = 1e-13 * np.abs(A).max()      # rounding of large cancelling terms
    off = A - np.diag(np.diag(A))
    assert off.max() <= 0 and np.diag(A).min() > 0
    columns, rows = A.sum(axis=0), A.sum(axis=1)[1:-1]
    assert np.allclose(columns, h + dt * g, rtol=1e-9, atol=tol)
    assert np.allclose(rows, (h + dt * np.diff(W))[1:-1], rtol=1e-9, atol=tol)
    J = -off / np.diag(A)
    norm = J.sum(axis=0).max()
    assert columns.min() > 0 and norm < 1
    inverse = np.linalg.inv(A)
    assert inverse.min() > 0
    n = np.linalg.solve(A, h * (n_old + dt * S))
    assert n.min() > 0
    results[dt] = n
    print(f"  {dt:.0e} {n.min():.3e} {n.max():.3e} {columns.min():.4f}"
          f" {rows.min():.3e} {1-norm:.2e}")
    if dt == 1e-8:
        total, term = np.eye(N), np.eye(N)
        for _ in range(2000):
            term = J @ term
            total += term
        assert np.allclose(total / np.diag(A)[:, None], inverse,
                           rtol=1e-8, atol=0)
assert results[1e-8].min() > 0
steady = np.linalg.solve(L, h * S)
assert np.allclose(results[1.0], steady, rtol=1e-4, atol=0)
print(f"steady-state peak density {steady.max():.4e} cm^-3")
row_limit = -h[0] / np.diff(W)[1:-1].min()
print(f"row sums turn negative above dt = {row_limit*1e9:.3f} ns")

dt = 1e-6
n = results[dt]
start, made, left = h @ n_old, dt * h @ S, h @ n
lost = dt * g @ n
assert abs(start + made - left - lost) < 1e-8 * start
print("Particle balance for dt = 1 us, in cm^-2:")
print(f"  start {start:.4e}, made {made:.4e}")
print(f"  left {left:.4e}, lost to walls {lost:.4e}")

# Central differences with the same wall treatment
dt = 1e-8
Lc = outflow_matrix(faces, D, W, central_flux)
nc = np.linalg.solve(H + dt * Lc, h * (n_old + dt * S))
assert nc.min() < 0 and (Lc - np.diag(np.diag(Lc))).max() > 0
print(f"central scheme, dt = 10 ns: min density {nc.min():.3e} cm^-3")
print(f"  at x = {x[nc.argmin()]:.3f} cm")
print(f"random trials {trials}: SG negative 0, central {central_negative}")

# Explicit Euler limit
K = L / h[:, None]
dt_explicit = 1 / np.diag(K).max()
assert (np.eye(N) - 0.99 * dt_explicit * K).min() >= 0
assert (np.eye(N) - 1.01 * dt_explicit * K).min() < 0
print(f"explicit Euler positivity limit {dt_explicit*1e9:.4f} ns")

# Uniform implicit ionization: sharp step limit
decay = np.linalg.eigvals(K).real.min()
nu = 2e6
dt_ion = 1 / (nu - decay)
b = h * n_old
below = np.linalg.solve((1 - 0.99 * dt_ion * nu) * H + 0.99 * dt_ion * L, b)
above = np.linalg.solve((1 - 1.01 * dt_ion * nu) * H + 1.01 * dt_ion * L, b)
# tolerance: rounding in a nearly singular matrix
assert below.min() > -1e-9 * below.max()
assert above.min() < -0.1 * np.abs(above).max()
print(f"slowest wall-loss rate {decay:.4e} s^-1")
print(f"implicit ionization at {nu:.1e} s^-1: limit {dt_ion*1e6:.4f} us")
print(f"  min density at 1.01 of limit {above.min():.3e} cm^-3")


# Accuracy against exact time evolution of the same spatial scheme
def exact(t):
    U = expm(-t * K)
    return U @ n_old + np.linalg.solve(K, S - U @ S)


def error(t, steps):
    n, dt = n_old.copy(), t / steps
    for _ in range(steps):
        n = np.linalg.solve(H + dt * L, h * (n + dt * S))
    ref = exact(t)
    return np.abs(n - ref).sum() / ref.sum()


ratio = error(1e-6, 40) / error(1e-6, 80)
assert 1.8 < ratio < 2.2
print(f"one-step relative error: 10 ns {error(1e-8, 1):.4f},"
      f" 1 us {error(1e-6, 1):.4f}")
print(f"error ratio, 40 to 80 steps over 1 us: {ratio:.3f}")

# Sizes of neglected effects, computed in SI and printed in stated units
e, m, eps = sc.e, sc.m_e, sc.epsilon_0
n_si, mu_si, E_si = n_start * 1e6, mobility * 1e-4, E_wall * 100
relax = eps / (e * n_si * mu_si)
debye = np.sqrt(eps * Te / (e * n_si))
collision = e / (m * mu_si)
v_mean = np.sqrt(8 * e * Te / (np.pi * m))
path = v_mean / collision
gas = pressure * sc.torr / (sc.k * T_gas)
ion_density = eps * E_si / (e * sheath * 1e-2) * 1e-6
k_wall = v_mean * 100 / 4
decay_k = np.linalg.eigvals(
    outflow_matrix(faces, D, W, k=k_wall) / h[:, None]).real.min()
print("Neglected effects:")
print(f"  dielectric relaxation time {relax*1e9:.3f} ns")
print(f"  rf period at {f_rf/1e6:.2f} MHz: {1e9/f_rf:.2f} ns")
print(f"  Debye length {debye*100:.4f} cm")
print(f"  net positive charge density in sheath {ion_density:.3e} cm^-3")
print(f"  collision rate {collision:.3e} s^-1")
print(f"  rf angular frequency / collision rate"
      f" {2*np.pi*f_rf/collision:.4f}")
print(f"  mean free path {path*100:.4f} cm")
print(f"  energy gain per free path at wall {E_si*path:.2f} eV")
print(f"  directed drift energy at wall"
      f" {0.5*m*(W[0]/100)**2/e:.2f} eV")
print(f"  peak reduced field {E_si/gas*1e21:.0f} Td at"
      f" {pressure:.0f} Torr, {T_gas:.0f} K")
print(f"  finite wall speed {k_wall:.3e} cm/s: loss rate {decay_k:.4e} s^-1")
print("verified")
```

Output:

```
Electrons, nitrogen discharge, rough parameters
gap 2.0 cm, cells 40, cell width 0.050 cm
sheath width 0.40 cm, voltage 50.0 V
field strength at left wall 250 V/cm
mobility 4.0e+05 cm2/(V s), temperature 2.0 eV
diffusion coefficient 8.00e+05 cm2/s
peak drift speed 1.00e+08 cm/s
largest interior Peclet number 5.469
start density 1.0e+09 cm^-3 for x > 0.5 cm, else 0
source 1.0e+14 cm^-3 s^-1 for x > 0.4 cm, else 0
wall loss speeds: left 4.596e+06, right 3.200e+07 cm/s
One step: dt[s], min n, max n [cm^-3], min column sum,
  min interior row sum [cm], 1 - norm of J
  1e-10 3.495e-13 1.000e+09 0.0500 4.875e-02 8.52e-01
  1e-08 2.197e-02 1.001e+09 0.0500 -7.500e-02 6.17e-02
  1e-06 1.763e-01 6.143e+08 0.0500 -1.245e+01 6.57e-04
  1e-03 4.840e-02 1.612e+08 0.0500 -1.250e+04 6.57e-07
  1e+00 4.805e-02 1.600e+08 0.0500 -1.250e+07 6.57e-10
steady-state peak density 1.6000e+08 cm^-3
row sums turn negative above dt = 4.000 ns
Particle balance for dt = 1 us, in cm^-2:
  start 1.5000e+09, made 1.6000e+08
  left 7.7762e+08, lost to walls 8.8238e+08
central scheme, dt = 10 ns: min density -4.297e+05 cm^-3
  at x = 0.225 cm
random trials 300: SG negative 0, central 264
explicit Euler positivity limit 0.5407 ns
slowest wall-loss rate 7.0075e+05 s^-1
implicit ionization at 2.0e+06 s^-1: limit 0.7697 us
  min density at 1.01 of limit -1.062e+11 cm^-3
one-step relative error: 10 ns 0.0263, 1 us 0.1862
error ratio, 40 to 80 steps over 1 us: 2.001
Neglected effects:
  dielectric relaxation time 1.382 ns
  rf period at 13.56 MHz: 73.75 ns
  Debye length 0.0332 cm
  net positive charge density in sheath 3.454e+08 cm^-3
  collision rate 4.397e+09 s^-1
  rf angular frequency / collision rate 0.0194
  mean free path 0.0215 cm
  energy gain per free path at wall 5.38 eV
  directed drift energy at wall 2.84 eV
  peak reduced field 777 Td at 1 Torr, 300 K
  finite wall speed 2.366e+07 cm/s: loss rate 6.7336e+05 s^-1
verified
```
